# Fourier transform of ultrasoft and PAW augmentation functions: a numerical check

```python
"""
Result under test: the Fourier transform of an augmentation function,
  Q_ij(G) = integral exp(-i G.r) Q_ij(r) d3r
          = 4 pi sum_L (-i)^L F_L(G) sum_M c_LM Y_LM(G/|G|),
with L = |l-l'|, |l-l'|+2, ..., l+l'.
Symbols:
  Q_ij(r) = q_ij(r) Y_lm Y_l'm' / r^2,  q_ij = u_i u_j - us_i us_j
  u, us   : radial parts (times r) of the full and the smooth partial wave
  c_LM    : Gaunt coefficient, integral of Y_lm Y_l'm' Y_LM over the sphere
  F_L(G)  : integral of j_L(G r) q_ij(r) dr from 0 to the cutoff radius
All harmonics are real, with p_x = +sqrt(3/4pi) x/r.
Lengths are in angstrom, wave vectors in 1/angstrom; Q_ij(G) has no unit.
"""
import numpy as np
from math import factorial, pi, sqrt
from numpy.polynomial import Polynomial
from scipy import constants as const
from scipy.integrate import quad
from scipy.special import lpmv, spherical_jn

b_len = 0.08       # length parameter of the hydrogen-like waves
r_cut = 1.2        # cutoff radius
a_cell = 4.0       # edge of the cubic cell
atom = np.array([0.5, 0.7, 0.9])


def real_ylm(l, m, n):
    """Real spherical harmonic for unit vectors n[..., 3]."""
    k = abs(m)
    phi = np.arctan2(n[..., 1], n[..., 0])
    norm = sqrt((2*l + 1)/(4*pi)*factorial(l - k)/factorial(l + k))
    val = norm*(-1)**k*lpmv(k, l, np.clip(n[..., 2], -1, 1))
    if m > 0:
        return sqrt(2)*val*np.cos(k*phi)
    if m < 0:
        return sqrt(2)*val*np.sin(k*phi)
    return val


def integrate(f, lo, hi):
    return quad(f, lo, hi, epsabs=1e-13, epsrel=1e-10, limit=200)[0]


# ---------- angular quadrature, exact for high polynomial degree ----------
ct, wt = np.polynomial.legendre.leggauss(32)
n_phi = 64
ph = 2*pi*(np.arange(n_phi) + 0.5)/n_phi
CT, PH = np.meshgrid(ct, ph, indexing="ij")
ST = np.sqrt(1 - CT**2)
dirs = np.stack([ST*np.cos(PH), ST*np.sin(PH), CT], axis=-1).reshape(-1, 3)
w_ang = np.repeat(wt*2*pi/n_phi, n_phi)

# ---------- Gaunt coefficients from their definition ----------
L_TOP = 8
lm = [(l, m) for l in range(L_TOP + 1) for m in range(-l, l + 1)]
pos = {key: i for i, key in enumerate(lm)}
Y = np.array([real_ylm(l, m, dirs) for l, m in lm])
assert np.allclose((Y*w_ang) @ Y.T, np.eye(len(lm)), atol=1e-11)
n_small = 16       # all harmonics with l <= 3
pairs = (Y[:n_small, None, :]*Y[None, :n_small, :]).reshape(n_small**2, -1)
gaunt = ((pairs*w_ang) @ Y.T).reshape(n_small, n_small, len(lm))


def allowed(l1, l2):
    return range(abs(l1 - l2), l1 + l2 + 1, 2)


# selection rule: nothing outside the list, and every listed L does occur
largest_forbidden = 0.0
for l1 in range(4):
    for l2 in range(4):
        for L in range(L_TOP + 1):
            block = gaunt[l1**2:(l1+1)**2, l2**2:(l2+1)**2, L**2:(L+1)**2]
            size = np.abs(block).max()
            if L in allowed(l1, l2):
                assert size > 1e-2
            else:
                largest_forbidden = max(largest_forbidden, size)
assert largest_forbidden < 1e-11

# ---------- plane wave projected on a spherical harmonic ----------
n_test = np.array([0.3, -0.5, 0.7])
n_test = n_test/np.linalg.norm(n_test)
for x in (0.8, 7.0):
    wave = np.exp(-1j*x*(dirs @ n_test))
    for l, m in lm:
        lhs = np.sum(w_ang*wave*Y[pos[l, m]])
        rhs = 4*pi*(-1j)**l*spherical_jn(l, x)*real_ylm(l, m, n_test)
        assert abs(lhs - rhs) < 1e-10
    for L in range(7):
        val = integrate(lambda t: (1 - t*t)**L*np.cos(x*t), -1, 1)
        val *= x**L/(2**(L + 1)*factorial(L))
        assert abs(val - spherical_jn(L, x)) < 1e-8

# ---------- radial model: hydrogen-like 3p and 3d, and smooth partners ----
decay = 1/(3*b_len)
shape = {1: Polynomial([0, 0, 1, -1/(6*b_len)]),
         2: Polynomial([0, 0, 0, 1])}
full, smooth, coef, norm_c = {}, {}, {}, {}
for l, p in shape.items():
    nrm = 1/sqrt(integrate(lambda r: (p(r)*np.exp(-decay*r))**2, 0, 5))
    norm_c[l] = nrm
    p = nrm*p
    full[l] = lambda r, p=p: p(r)*np.exp(-decay*r)
    e_cut = np.exp(-decay*r_cut)
    d1, d2 = p.deriv(1), p.deriv(2)
    target = e_cut*np.array([
        p(r_cut), d1(r_cut) - decay*p(r_cut),
        d2(r_cut) - 2*decay*d1(r_cut) + decay**2*p(r_cut)])
    pw = np.array([l + 1, l + 3, l + 5])
    mat = np.array([r_cut**pw, pw*r_cut**(pw - 1.0),
                    pw*(pw - 1)*r_cut**(pw - 2.0)])
    coef[l] = np.linalg.solve(mat, target)
    full_poly = np.zeros(l + 6)
    full_poly[pw] = coef[l]
    smooth[l] = Polynomial(full_poly)
    # slope matching checked by finite differences of the functions
    h = 1e-4
    for f_order in (1, 2):
        fd = []
        for f in (full[l], smooth[l]):
            if f_order == 1:
                fd.append((f(r_cut + h) - f(r_cut - h))/(2*h))
            else:
                fd.append((f(r_cut+h) - 2*f(r_cut) + f(r_cut-h))/h**2)
        assert abs(fd[0] - fd[1]) < 1e-4


def q_rad(l1, l2, r):
    return full[l1](r)*full[l2](r) - smooth[l1](r)*smooth[l2](r)


def bessel_transform(l1, l2, L, g):
    return integrate(lambda r: spherical_jn(L, g*r)*q_rad(l1, l2, r),
                     0, r_cut)


def q_formula(i, j, gvec, transforms=None):
    """Terms of the expansion, one entry per allowed L."""
    g = np.linalg.norm(gvec)
    n = gvec/g if g > 0 else np.array([0.0, 0.0, 1.0])
    terms = {}
    for L in allowed(i[0], j[0]):
        if transforms is None:
            F = bessel_transform(i[0], j[0], L, g)
        else:
            F = transforms[i[0], j[0], L]
        ang = sum(gaunt[pos[i], pos[j], pos[L, M]]*real_ylm(L, M, n)
                  for M in range(-L, L + 1))
        terms[L] = 4*pi*(-1j)**L*F*ang
    return terms


# ---------- direct three-dimensional quadrature of the definition ----------
xr, wr = np.polynomial.legendre.leggauss(60)
r_grid = 0.5*r_cut*(xr + 1)
w_rad = 0.5*r_cut*wr
orbitals = [(l, m) for l in (1, 2) for m in range(-l, l + 1)]
g_unit = 2*pi/a_cell*np.array([1.0, 2.0, 2.0])
worst = 0.0
for gvec in (np.zeros(3), np.array([1.3, -2.1, 0.6]), g_unit, 3*g_unit):
    wave = np.exp(-1j*np.outer(r_grid, dirs @ gvec))
    g = np.linalg.norm(gvec)
    trans = {(l1, l2, L): bessel_transform(l1, l2, L, g)
             for l1 in (1, 2) for l2 in (1, 2) for L in allowed(l1, l2)}
    for i in orbitals:
        for j in orbitals:
            ang = wave @ (w_ang*Y[pos[i]]*Y[pos[j]])
            direct = np.sum(w_rad*q_rad(i[0], j[0], r_grid)*ang)
            series = sum(q_formula(i, j, gvec, trans).values())
            worst = max(worst, abs(direct - series))
            # real for even l+l', imaginary for odd l+l'
            odd = (i[0] + j[0]) % 2
            assert abs(direct.real if odd else direct.imag) < 1e-10
            if g == 0 and i != j:
                assert abs(direct) < 1e-10
assert worst < 1e-8

# ---------- the pair p_x, d_xy: decomposition by hand ----------
px, dxy = (1, 1), (2, -2)
n_g = g_unit/np.linalg.norm(g_unit)
pref = 3*sqrt(5)/(4*pi)
ang_sum = {}
for n in (n_test, n_g):
    by_hand = {1: pref*n[1]/5, 3: pref*(n[0]**2*n[1] - n[1]/5)}
    for L in (1, 3):
        ang_sum[L] = sum(gaunt[pos[px], pos[dxy], pos[L, M]]
                         * real_ylm(L, M, n) for M in range(-L, L + 1))
        assert abs(ang_sum[L] - by_hand[L]) < 1e-11

# ---------- small wave vectors: multipole moments and the dipole ----------
moment = {}
for L, double_fact in ((1, 3), (3, 105)):
    moment[L] = integrate(lambda r: r**L*q_rad(1, 2, r), 0, r_cut)
    g = 0.01
    ratio = bessel_transform(1, 2, L, g)/g**L
    assert abs(ratio*double_fact/moment[L] - 1) < 1e-3
cart_ang = pref*dirs[:, 0]**2*dirs[:, 1]
dipole_y = (np.sum(w_rad*r_grid*q_rad(1, 2, r_grid))
            * np.sum(w_ang*dirs[:, 1]*cart_ang))
g = 1e-3
q_small = sum(q_formula(px, dxy, np.array([0, g, 0])).values())
assert abs(q_small/(-1j*g) - dipole_y) < 1e-5

# ---------- periodic cell with an off-centre atom, uniform grid ----------
n_grid = 60
axis = np.arange(n_grid)*a_cell/n_grid
pts = np.stack(np.meshgrid(axis, axis, axis, indexing="ij"),
               axis=-1).reshape(-1, 3)
rel = pts - atom
rel -= a_cell*np.round(rel/a_cell)
dist = np.linalg.norm(rel, axis=1)
inside = dist < r_cut
rel, dist, pts = rel[inside], dist[inside], pts[inside]
density = q_rad(1, 2, dist)/dist**2*pref*rel[:, 0]**2*rel[:, 1]/dist**3
cell_sum = np.sum(density*np.exp(-1j*(pts @ g_unit)))/n_grid**3
q_main = sum(q_formula(px, dxy, g_unit).values())
cell_formula = np.exp(-1j*(g_unit @ atom))*q_main/a_cell**3
assert abs(cell_sum - cell_formula)*a_cell**3 < 1e-5

# ---------- printed numbers ----------
kin = const.hbar**2/(2*const.m_e)/const.e*1e20     # eV angstrom^2
print(f"length parameter b = {b_len:.2f} angstrom")
print(f"cutoff radius r_c = {r_cut:.1f} angstrom")
print(f"cell edge a = {a_cell:.1f} angstrom")
print("atom position =", atom, "angstrom")
print("radial functions: r in angstrom, u in angstrom^(-1/2)")
for l, name in ((1, "3p"), (2, "3d")):
    print(f"{name} normalization factor = {norm_c[l]:.4f}")
    c0, c2, c4 = coef[l]
    print(f"{name} smooth coefficients of r^{l+1}, r^{l+3}, r^{l+5} = "
          f"{c0:.5f}, {c2:.5f}, {c4:.5f}")
    charge = integrate(lambda r: q_rad(l, l, r), 0, r_cut)
    print(f"{name} augmentation charge Q_ii(0) = {charge:.5f} (no unit)")
print("Gaunt coefficients of p_x with d_xy (no unit):")
for L in range(4):
    for M in range(-L, L + 1):
        c = gaunt[pos[px], pos[dxy], pos[L, M]]
        if abs(c) > 1e-10:
            print(f"  L={L} M={M:+d}: {c:+.5f}")
print(f"largest forbidden Gaunt coefficient, l,l'<=3: "
      f"{largest_forbidden:.1e}")
print(f"angular sum over M, L=1: {ang_sum[1]:+.5f} (no unit)")
print(f"angular sum over M, L=3: {ang_sum[3]:+.5f} (no unit)")
print(f"radial moment of r q: {moment[1]:+.5f} angstrom")
print(f"radial moment of r^3 q: {moment[3]:+.5f} angstrom^3")
print(f"dipole of Q along y: {dipole_y:+.5f} angstrom")
print("p_x,d_xy at multiples s of the (1,2,2) vector; Q = i Im Q:")
for s in (1, 2, 3):
    gv = s*g_unit
    g = np.linalg.norm(gv)
    t = q_formula(px, dxy, gv)
    print(f" s={s}: |G| = {g:.4f} 1/angstrom, "
          f"kinetic energy = {kin*g*g:.2f} eV")
    print(f"   F_1 = {bessel_transform(1, 2, 1, g):+.6f}, "
          f"F_3 = {bessel_transform(1, 2, 3, g):+.6f} (no unit)")
    print(f"   Im Q: L=1 {t[1].imag:+.6f}, L=3 {t[3].imag:+.6f}, "
          f"sum {sum(t.values()).imag:+.6f}")
print(f"largest |direct - expansion|, all p,d pairs: {worst:.1e}")
print("cell coefficient at s=1, in 1/angstrom^3:")
print(f"  grid sum  {cell_sum.real:+.8f} {cell_sum.imag:+.8f} i")
print(f"  expansion {cell_formula.real:+.8f} {cell_formula.imag:+.8f} i")
print("PASS")
```

It prints:

```
length parameter b = 0.08 angstrom
cutoff radius r_c = 1.2 angstrom
cell edge a = 4.0 angstrom
atom position = [0.5 0.7 0.9] angstrom
radial functions: r in angstrom, u in angstrom^(-1/2)
3p normalization factor = 66.8229
3p smooth coefficients of r^2, r^4, r^6 = -2.78592, 2.14963, -0.47498
3p augmentation charge Q_ii(0) = 0.01418 (no unit)
3d normalization factor = 62.2586
3d smooth coefficients of r^3, r^5, r^7 = 3.04134, -2.91316, 0.75864
3d augmentation charge Q_ii(0) = 0.49141 (no unit)
Gaunt coefficients of p_x with d_xy (no unit):
  L=1 M=-1: +0.21851
  L=3 M=-3: +0.22618
  L=3 M=-1: -0.05840
largest forbidden Gaunt coefficient, l,l'<=3: 2.7e-15
angular sum over M, L=1: +0.07118 (no unit)
angular sum over M, L=3: -0.03163 (no unit)
radial moment of r q: -0.07255 angstrom
radial moment of r^3 q: -0.06219 angstrom^3
dipole of Q along y: -0.03245 angstrom
p_x,d_xy at multiples s of the (1,2,2) vector; Q = i Im Q:
 s=1: |G| = 4.7124 1/angstrom, kinetic energy = 84.61 eV
   F_1 = +0.008533, F_3 = -0.022923 (no unit)
   Im Q: L=1 -0.007632, L=3 +0.009112, sum +0.001481
 s=2: |G| = 9.4248 1/angstrom, kinetic energy = 338.43 eV
   F_1 = +0.030732, F_3 = +0.014651 (no unit)
   Im Q: L=1 -0.027487, L=3 -0.005824, sum -0.033311
 s=3: |G| = 14.1372 1/angstrom, kinetic energy = 761.46 eV
   F_1 = +0.000284, F_3 = +0.016079 (no unit)
   Im Q: L=1 -0.000254, L=3 -0.006392, sum -0.006646
largest |direct - expansion|, all p,d pairs: 5.1e-15
cell coefficient at s=1, in 1/angstrom^3:
  grid sum  -0.00001050 +0.00002061 i
  expansion -0.00001050 +0.00002061 i
PASS
```
